# Why ROHF makes allyl's bonds unequal and CASSCF(3,3) does not: test program

```python
"""
Result under test: the symmetric ROHF doublet of allyl is unstable when
  J = U - W > 2*sqrt(2)*t   (three-site pi model),
because adapting the orbitals to one valence structure lowers repulsion by more
than it costs in resonance. ROHF then prefers unequal C-C bonds; CASSCF(3,3)
has its minimum at equal bonds.
Model symbols: t hopping, x hopping alternation (t12=t+x, t23=t-x), U on-site,
V neighbour and W end-end repulsion, delta orbital symmetry-breaking angle.
Molecule: q = (R23-R12)/2 at fixed mean C-C length; all energies without
vibration. The molecular part is an ab initio calculation in the 6-31G basis.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto, scf, mcscf, lib
from pyscf.soscf import newton_ah

lib.num_threads(1)
EV = constants.physical_constants["Hartree energy in eV"][0]
ROOT8 = 2 * np.sqrt(2)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- three-site model in the complete Fock space ----------
def annihilator(mode):
    result = np.eye(1)
    for k in range(6):
        factor = (np.diag([1., -1.]) if k < mode else
                  np.array([[0., 1.], [0., 0.]]) if k == mode else np.eye(2))
        result = np.kron(result, factor)
    return result


ANN = [annihilator(k) for k in range(6)]     # modes 0-2 up, 3-5 down
CRE = np.array([a.T for a in ANN])
NUM = [a.T @ a for a in ANN]
ONE = np.eye(64)
VACUUM = ONE[0]
BOND = [sum(CRE[s+i] @ ANN[s+i+1] + CRE[s+i+1] @ ANN[s+i]
            for s in (0, 3)) for i in (0, 1)]
DOUBLE = sum(NUM[i] @ NUM[i+3] for i in range(3))


def hamiltonian(t, x, U, V, W):
    charge = [NUM[i] + NUM[i+3] - ONE for i in range(3)]
    h = -(t+x)*BOND[0] - (t-x)*BOND[1]
    h = h + U*sum((NUM[i]-ONE/2) @ (NUM[i+3]-ONE/2) for i in range(3))
    h = h + V*(charge[0] @ charge[1] + charge[1] @ charge[2])
    return h + W*charge[0] @ charge[2]


def determinant(pair, single):
    state = np.tensordot(single, CRE[:3], 1) @ VACUUM
    state = np.tensordot(pair, CRE[3:], 1) @ state
    return np.tensordot(pair, CRE[:3], 1) @ state


def family(delta):
    b = np.pi/4 - delta
    pair = np.array([np.cos(b), 1., np.sin(b)])/np.sqrt(2)
    return determinant(pair, np.array([np.sin(b), 0., -np.cos(b)]))


def mean(state, operator):
    return state @ operator @ state


def formula(delta, t, x, U, V, W):
    return (-U/4 - V/2 - ROOT8*t*np.cos(delta) - ROOT8*x*np.sin(delta)
            + (U-W)/8*np.cos(2*delta)**2)


t, U, V, W = 2.5, 16., 9., 6.
J = U - W
H = hamiltonian(t, 0, U, V, W)
for delta in (-0.6, -0.2, 0., 0.35, np.pi/4):
    for x in (0., 0.3):
        direct = mean(family(delta), hamiltonian(t, x, U, V, W))
        assert abs(direct - formula(delta, t, x, U, V, W)) < 1e-10

r = 1/np.sqrt(2)
SYM = np.array([[.5, r, .5], [r, 0., -r], [.5, -r, .5]]).T


def rotated_energy(angles, h):
    k = np.zeros((3, 3))
    k[1, 0], k[2, 1], k[2, 0] = angles
    orbitals = SYM @ expm(k - k.T)
    return mean(determinant(orbitals[:, 0], orbitals[:, 1]), h)


def orbital_hessian(h, step=2e-3):
    e = np.eye(3)*step
    return np.array([[(rotated_energy(e[i]+e[j], h)
                       - rotated_energy(e[i]-e[j], h)
                       - rotated_energy(e[j]-e[i], h)
                       + rotated_energy(-e[i]-e[j], h))/(4*step**2)
                      for j in range(3)] for i in range(3)])


U_STABLE = 11.
model_curvature = np.linalg.eigvalsh(orbital_hessian(H))[0]
stable_curvature = np.linalg.eigvalsh(
    orbital_hessian(hamiltonian(t, 0, U_STABLE, V, W)))[0]
assert abs(model_curvature - (ROOT8*t-J)) < 2e-3
assert abs(stable_curvature - (ROOT8*t-U_STABLE+W)) < 2e-3

roots = np.roots([2, 0, -1, -ROOT8*t/J])
cosine = max(z.real for z in roots if abs(z.imag) < 1e-9)
delta_min = np.arccos(cosine)
symmetric, broken = family(0.), family(delta_min)
e_sym, e_broken = mean(symmetric, H), mean(broken, H)
rng = np.random.default_rng(4)
global_min = min(minimize(rotated_energy, rng.uniform(-1.5, 1.5, 3),
                          args=(H,)).fun for _ in range(8))
assert abs(global_min - e_broken) < 1e-6


def relaxed(x, onsite, bounds):
    h = hamiltonian(t, x, onsite, V, W)
    return minimize_scalar(lambda d: mean(family(d), h), bounds=bounds,
                           method="bounded", options={"xatol": 1e-9}).fun


model_slope = (relaxed(.01, U, (.1, .7)) - relaxed(-.01, U, (.1, .7)))/.02
assert abs(model_slope + ROOT8*np.sin(delta_min)) < 1e-3
response = (relaxed(.01, U_STABLE, (-.3, .3))
            - relaxed(0., U_STABLE, (-.3, .3)))/.01**2
assert abs(response/(-4/(ROOT8*t-U_STABLE+W)) - 1) < .01

up = sum(np.diag(n) for n in NUM[:3])
down = sum(np.diag(n) for n in NUM[3:])
sector = np.where((abs(up-2) < .1) & (abs(down-1) < .1))[0]
quartet = np.where((abs(up-3) < .1) & (abs(down) < .1))[0][0]


def full_ci(x):
    h = hamiltonian(t, x, U, V, W)[np.ix_(sector, sector)]
    return np.linalg.eigh(h)


ci_levels, ci_vectors = full_ci(0.)
ci_state = np.zeros(64)
ci_state[sector] = ci_vectors[:, 0]
assert ci_levels[1] - ci_levels[0] > .1
assert ci_levels[0] < H[quartet, quartet] - .1
assert abs(mean(ci_state, BOND[0]-BOND[1])) < 1e-9
ci_response = (full_ci(.05)[0][0]+full_ci(-.05)[0][0]-2*ci_levels[0])/.05**2


def two_determinants(delta):
    basis = np.array([family(delta), family(-delta)])
    return eigh(basis @ H @ basis.T, basis @ basis.T, eigvals_only=True)[0]


best_two = minimize_scalar(two_determinants, bounds=(.1, np.pi/4),
                           method="bounded")
HOP = -t*(BOND[0]+BOND[1])

# ---------- allyl radical ----------
CH, HALF_ANGLE = 1.08, np.deg2rad(62)


def allyl(r12, r23):
    atoms = [("C", (0., 0., 0.)), ("H", (0., CH, 0.))]
    for sign, length in ((-1, r12), (1, r23)):
        end = length*np.array([np.sin(HALF_ANGLE), -np.cos(HALF_ANGLE)])
        points = [("C", end)]
        for turn in (-np.pi/3, np.pi/3):
            a = HALF_ANGLE + turn
            points.append(("H", end + CH*np.array([np.sin(a), -np.cos(a)])))
        atoms += [(s, (sign*p[0], p[1], 0.)) for s, p in points]
    return gto.M(atom=atoms, basis="6-31g", spin=1, unit="Angstrom",
                 verbose=0)


def orthonormal(orbitals, overlap):
    values, vectors = np.linalg.eigh(orbitals.T @ overlap @ orbitals)
    return orbitals @ (vectors/np.sqrt(values)) @ vectors.T


def carbon_spins(mol, densities):
    population = np.einsum("ij,ji->i", densities[0]-densities[1],
                           mol.intor("int1e_ovlp"))
    slices = mol.aoslice_by_atom()
    return np.array([population[slices[a, 2]:slices[a, 3]].sum()
                     for a in (2, 0, 5)])


def run_cas(r12, r23, guess=None, select_pi=False):
    mol = allyl(r12, r23)
    mf = scf.ROHF(mol)
    if guess is not None:
        mf.max_cycle = 1       # only the integrals are needed
    mf.kernel()
    mc = mcscf.CASSCF(mf, 3, 3)
    mc.conv_tol = 1e-9
    mo = mf.mo_coeff if guess is None else orthonormal(guess, mf.get_ovlp())
    if guess is None or select_pi:
        pz = [i for i, name in enumerate(mol.ao_labels()) if "pz" in name]
        weights = np.sum(mo[pz]**2, axis=0)
        active = [int(i) for i in np.where(weights > 1e-4)[0][:3]]
        mo = mc.sort_mo(active, mo, base=0)
    mc.kernel(mo)
    assert mc.converged
    return mc


lengths = np.array([1.37, 1.39, 1.41])
cas_runs, guess = [], None
for length in lengths:
    cas_runs.append(run_cas(length, length, guess))
    guess = cas_runs[-1].mo_coeff
fit = np.polyfit(lengths-1.39, [m.e_tot-cas_runs[1].e_tot for m in cas_runs], 2)
R0 = 1.39 - fit[1]/(2*fit[0])
assert fit[0] > 0 and 1.35 < R0 < 1.43
cas0 = run_cas(R0, R0, cas_runs[1].mo_coeff)

mol0 = allyl(R0, R0)
hf0 = scf.ROHF(mol0)
hf0.conv_tol = 1e-10
hf0.kernel()
assert hf0.converged
spin_sym = carbon_spins(mol0, hf0.make_rdm1())
assert abs(spin_sym[0]-spin_sym[2]) < 1e-3 and spin_sym[0] > .4

occ = hf0.mo_occ
mask_up = (occ == 0)[:, None] & (occ > 0)
mask_down = (occ < 2)[:, None] & (occ == 2)
mask = mask_up | mask_down
_, hessian_product, _ = newton_ah.gen_g_hop_rohf(hf0, hf0.mo_coeff, occ)
hessian = np.array([hessian_product(v) for v in np.eye(mask.sum())])
hessian_values, hessian_vectors = np.linalg.eigh(hessian+hessian.T)
direction = hessian_vectors[:, 0]
# positive definite starting inverse Hessian for all ROHF minimizations
START_INVERSE = (hessian_vectors/np.maximum(abs(hessian_values), .05)
                 ) @ hessian_vectors.T


def rotate(orbitals, parameters):
    k = np.zeros(mask.shape)
    k[mask] = parameters
    return orbitals @ expm(k-k.T)


def orbital_energy(angle):
    return hf0.energy_tot(
        hf0.make_rdm1(rotate(hf0.mo_coeff, angle*direction), occ))


step = .03
hf_curvature = EV*(orbital_energy(step)+orbital_energy(-step)
                   - 2*orbital_energy(0.))/step**2
assert hf_curvature < -1e-3


def rohf_at(q):
    mf = scf.ROHF(allyl(R0-q, R0+q))
    mf._eri = mf.mol.intor("int2e", aosym="s8")
    return mf


def energy_gradient(mf, core, orbitals):
    density = mf.make_rdm1(orbitals, occ)
    potential = np.asarray(mf.get_veff(mf.mol, density))
    fock = [orbitals.T @ (core+v) @ orbitals for v in potential]
    gradient = 2*(fock[0]*mask_up + fock[1]*mask_down)[mask]
    return mf.energy_tot(density, core, potential), gradient


def minimize_rohf(q, guess):
    """Quasi-Newton descent with fixed occupations; returns energy, orbitals."""
    mf = rohf_at(q)
    core = mf.get_hcore()
    orbitals = orthonormal(guess, mf.get_ovlp())
    energy, gradient = energy_gradient(mf, core, orbitals)
    inverse = START_INVERSE.copy()
    for _ in range(300):
        if np.linalg.norm(gradient) < 1e-6:
            return energy, orbitals
        move = -inverse @ gradient
        if move @ gradient >= 0:
            inverse = START_INVERSE.copy()
            move = -inverse @ gradient
        move *= min(1., .3/np.linalg.norm(move))
        for _ in range(25):
            trial = rotate(orbitals, move)
            new_energy, new_gradient = energy_gradient(mf, core, trial)
            # the small allowance covers rounding of the total energy
            if new_energy <= energy + 1e-4*(move @ gradient) + 1e-10:
                break
            move = move/2
        else:
            raise AssertionError("ROHF line search failed")
        change = new_gradient-gradient
        product = change @ move
        if product > 1e-10*np.linalg.norm(change)*np.linalg.norm(move):
            mapped = inverse @ change
            inverse = (inverse + (1+change @ mapped/product)
                       * np.outer(move, move)/product
                       - (np.outer(mapped, move)
                          + np.outer(move, mapped))/product)
        energy, gradient, orbitals = new_energy, new_gradient, trial
    raise AssertionError("ROHF minimization did not converge")


def carried_slope(q, orbitals, h=.001):
    """dE/dq of a stationary solution: orbitals only re-orthonormalized."""
    energies = []
    for point in (q-h, q+h):
        mf = rohf_at(point)
        carried = orthonormal(orbitals, mf.get_ovlp())
        energies.append(mf.energy_tot(mf.make_rdm1(carried, occ)))
    return EV*(energies[1]-energies[0])/(2*h)


kicked = rotate(hf0.mo_coeff, .3*direction)
trial_spin = carbon_spins(mol0, hf0.make_rdm1(kicked, occ))
if trial_spin[2] < trial_spin[0]:
    kicked = rotate(hf0.mo_coeff, -.3*direction)
e_hf_broken, broken_orbitals = minimize_rohf(0., kicked)
broken_density = hf0.make_rdm1(broken_orbitals, occ)
spin_broken = carbon_spins(mol0, broken_density)
hf_gain = EV*(hf0.e_tot-e_hf_broken)
assert hf_gain > 1e-3 and spin_broken[2] > spin_broken[0] + .05
total_sym, repulsion_sym = hf0.energy_elec(hf0.make_rdm1())
total_brk, repulsion_brk = hf0.energy_elec(broken_density)
repulsion_change = EV*(repulsion_brk-repulsion_sym)
one_electron_change = EV*(total_brk-total_sym) - repulsion_change

hf_slope = carried_slope(0., broken_orbitals)
small = .0005
near = [minimize_rohf(q, broken_orbitals)[0] for q in (small, 2*small)]
reoptimized_slope = EV*(4*near[0]-near[1]-3*e_hf_broken)/(2*small)
assert hf_slope < -.01
assert abs(reoptimized_slope-hf_slope) < .02

q_min = minimize_scalar(lambda q: minimize_rohf(q, broken_orbitals)[0],
                        bounds=(0., .08), method="bounded",
                        options={"xatol": 1e-4}).x
assert .003 < q_min < .077
e_hf_min, min_orbitals = minimize_rohf(q_min, broken_orbitals)
assert e_hf_min < e_hf_broken
# allowance: finite search width in q times the bond stiffness
assert abs(carried_slope(q_min, min_orbitals)) < .03

cas_from_broken = run_cas(R0, R0, broken_orbitals, select_pi=True)
spin_cas = carbon_spins(mol0, cas_from_broken.make_rdm1s())
assert abs(cas_from_broken.e_tot-cas0.e_tot) < 1e-6
assert abs(spin_cas[0]-spin_cas[2]) < 5e-3
cas_rise = []
for q in (.025, .05):
    cas_rise.append(EV*(run_cas(R0-q, R0+q, cas0.mo_coeff).e_tot-cas0.e_tot))
assert 1e-3 < cas_rise[0] < cas_rise[1]
cas_stiffness = (16*cas_rise[0]-cas_rise[1])/(6*.025**2)
assert cas_stiffness > 0
active_density = cas0.fcisolver.make_rdm1(cas0.ci, 3, cas0.nelecas)
natural = np.linalg.eigvalsh(active_density)[::-1]

# ---------- output ----------
print("MODEL")
for name, value in (("t", t), ("U", U), ("V", V), ("W", W), ("J", J)):
    show(name, value, "eV", 2)
show("threshold for J", ROOT8*t, "eV")
show("lowest orbital curvature", model_curvature, "eV/rad^2")
show("stable comparison: U", U_STABLE, "eV", 2)
show("stable comparison: curvature", stable_curvature, "eV/rad^2")
show("stable comparison: energy/x^2", response, "1/eV")
show("broken angle delta", np.rad2deg(delta_min), "degree", 2)
for name, state in (("symmetric ROHF", symmetric), ("broken ROHF", broken),
                    ("full CI", ci_state)):
    print(f"{name}: total {mean(state, H):.4f}, hopping "
          f"{mean(state, HOP):.4f}, repulsion {mean(state, H-HOP):.4f} eV")
    print(f"  bond orders {mean(state, BOND[0])/2:.4f}, "
          f"{mean(state, BOND[1])/2:.4f}; double occ. {mean(state, DOUBLE):.4f}")
show("resonance loss on breaking", mean(broken, HOP)-mean(symmetric, HOP), "eV")
show("repulsion gain on breaking",
     mean(symmetric, H-HOP)-mean(broken, H-HOP), "eV")
show("net ROHF lowering", e_sym-e_broken, "eV")
show("two determinants at ROHF angle", two_determinants(delta_min), "eV")
show("best two-determinant energy", best_two.fun, "eV")
show("best two-determinant angle", np.rad2deg(best_two.x), "degree", 2)
show("broken ROHF slope dE/dx", model_slope)
show("full CI curvature d2E/dx2", ci_response, "1/eV")
print("ALLYL, 6-31G")
show("CASSCF equal C-C length", R0, "angstrom")
show("symmetric ROHF energy", hf0.e_tot, "hartree", 6)
show("broken ROHF energy, equal bonds", e_hf_broken, "hartree", 6)
show("CASSCF energy, equal bonds", cas0.e_tot, "hartree", 6)
show("ROHF curvature, unstable direction", hf_curvature, "eV/rad^2")
show("ROHF lowering at equal bonds", hf_gain, "eV")
show("one-electron energy change", one_electron_change, "eV")
show("electron repulsion change", repulsion_change, "eV")
for name, spins in (("symmetric ROHF", spin_sym), ("broken ROHF", spin_broken),
                    ("CASSCF", spin_cas)):
    print(f"{name} spins C1,C2,C3: " + ", ".join(f"{s:.3f}" for s in spins))
show("broken ROHF slope dE/dq", hf_slope, "eV/angstrom")
show("slope from reoptimized energies", reoptimized_slope, "eV/angstrom")
show("ROHF q at minimum", q_min, "angstrom")
print(f"ROHF bond lengths: {R0-q_min:.3f}, {R0+q_min:.3f} angstrom")
show("ROHF gain from bond distortion", EV*(e_hf_broken-e_hf_min), "eV")
show("CASSCF rise at q=0.025 angstrom", cas_rise[0], "eV")
show("CASSCF rise at q=0.050 angstrom", cas_rise[1], "eV")
show("CASSCF curvature d2E/dq2", cas_stiffness, "eV/angstrom^2", 2)
print("CASSCF natural occupations: " + ", ".join(f"{n:.4f}" for n in natural))
print("no test failed")
```

It prints:

```
MODEL
t: 2.50 eV
U: 16.00 eV
V: 9.00 eV
W: 6.00 eV
J: 10.00 eV
threshold for J: 7.0711 eV
lowest orbital curvature: -2.9289 eV/rad^2
stable comparison: U: 11.00 eV
stable comparison: curvature: 2.0711 eV/rad^2
stable comparison: energy/x^2: -1.9302 1/eV
broken angle delta: 20.49 degree
symmetric ROHF: total -14.3211, hopping -7.0711, repulsion -7.2500 eV
  bond orders 0.7071, 0.7071; double occ. 0.6250
broken ROHF: total -14.4113, hopping -6.6236, repulsion -7.7877 eV
  bond orders 0.9099, 0.4148; double occ. 0.5712
full CI: total -15.7930, hopping -5.8781, repulsion -9.9149 eV
  bond orders 0.5878, 0.5878; double occ. 0.2902
resonance loss on breaking: 0.4475 eV
repulsion gain on breaking: 0.5377 eV
net ROHF lowering: 0.0902 eV
two determinants at ROHF angle: -14.7508 eV
best two-determinant energy: -15.2824 eV
best two-determinant angle: 39.63 degree
broken ROHF slope dE/dx: -0.9901
full CI curvature d2E/dx2: -2.0369 1/eV
ALLYL, 6-31G
CASSCF equal C-C length: 1.3948 angstrom
symmetric ROHF energy: -116.402173 hartree
broken ROHF energy, equal bonds: -116.402369 hartree
CASSCF energy, equal bonds: -116.446099 hartree
ROHF curvature, unstable direction: -0.6854 eV/rad^2
ROHF lowering at equal bonds: 0.0053 eV
one-electron energy change: -0.0531 eV
electron repulsion change: 0.0478 eV
symmetric ROHF spins C1,C2,C3: 0.500, 0.000, 0.500
broken ROHF spins C1,C2,C3: 0.323, -0.003, 0.680
CASSCF spins C1,C2,C3: 0.607, -0.214, 0.607
broken ROHF slope dE/dq: -2.7063 eV/angstrom
slope from reoptimized energies: -2.7086 eV/angstrom
ROHF q at minimum: 0.0503 angstrom
ROHF bond lengths: 1.344, 1.445 angstrom
ROHF gain from bond distortion: 0.0870 eV
CASSCF rise at q=0.025 angstrom: 0.0196 eV
CASSCF rise at q=0.050 angstrom: 0.0794 eV
CASSCF curvature d2E/dq2: 62.36 eV/angstrom^2
CASSCF natural occupations: 1.8930, 1.0000, 0.1070
no test failed
```
